# Zero Transverse g Factor of the Gamma-5,6 Doublet of Vanadium in SiC: test program

```python
"""Result under test: a Gamma-5,6 Kramers doublet of a d1 ion (neutral V in SiC)
in C3v symmetry has zero transverse electronic g factor.
Symbols: L, S orbital and spin operators; M = k L + ge S, moment in Bohr magnetons
(Zeeman energy muB B.M); C = threefold rotation about z; mirror = xz reflection.
g along i = eigenvalue difference of M_i projected on the doublet.
H0 = cubic field + D (Lz^2 - 2) + lam L.S. Energies in eV, fields in tesla.
R = sum over states outside the doublet of |n><n| / (E_doublet - E_n)."""
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm

muB = sc.physical_constants["Bohr magneton in eV/T"][0]
ge = abs(sc.physical_constants["electron g factor"][0])
h_eV = sc.h / sc.e
kB_eV = sc.k / sc.e
mpow = np.linalg.matrix_power


def angular(j):
    m = np.arange(j, -j - 1, -1)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(up + up.T) / 2 + 0j, (up - up.T) / 2j, np.diag(m) + 0j]


spin = angular(0.5)
L = [np.kron(a, np.eye(2)) for a in angular(2)]
S = [np.kron(np.eye(5), a) for a in spin]
one = np.eye(10)

# ---------- double group, built from its two generators ----------
C = expm(-2j * np.pi / 3 * (L[2] + S[2]))
mirror = expm(-1j * np.pi * (L[1] + S[1]))
C_half = expm(-2j * np.pi / 3 * spin[2])
mirror_half = expm(-1j * np.pi * spin[1])
co, si = np.cos(2 * np.pi / 3), np.sin(2 * np.pi / 3)
C_axial = np.array([[co, -si, 0], [si, co, 0], [0, 0, 1.0]])
mirror_axial = np.diag([-1.0, 1.0, -1.0])
words = [(a, b) for a in range(6) for b in range(2)]
U = [mpow(C, a) @ mpow(mirror, b) for a, b in words]
axial = [mpow(C_axial, a) @ mpow(mirror_axial, b) for a, b in words]
half = [mpow(C_half, a) @ mpow(mirror_half, b) for a, b in words]
for i in range(12):
    for j in range(i):
        assert np.abs(half[i] - half[j]).max() > 0.1
    for n in range(3):
        turned = sum(L[q] * axial[i][q, n] for q in range(3))
        assert np.allclose(U[i] @ L[n] @ U[i].conj().T, turned, atol=1e-10)
chi4 = np.array([np.trace(x) for x in half])
chi5 = np.array([(-1) ** a * 1j ** b for a, b in words])
chi6 = chi5.conj()
chiE = np.array([np.trace(x[:2, :2]) for x in axial])
chiA2 = np.array([x[2, 2] for x in axial])


def count(bra, operator, ket):
    value = np.mean(bra.conj() * operator * ket)
    assert abs(value - round(value.real)) < 1e-10
    return int(round(value.real))


transverse_56 = [count(a, chiE, b) for a in (chi5, chi6) for b in (chi5, chi6)]
axial_56 = [count(a, chiA2, b) for a in (chi5, chi6) for b in (chi5, chi6)]
transverse_44 = count(chi4, chiE, chi4)
content = [count(x, chiE, chi4) for x in (chi4, chi5, chi6)]
assert transverse_56 == [0, 0, 0, 0] and axial_56 == [0, 1, 1, 0]
assert transverse_44 == 1 and content == [1, 1, 1]


# ---------- tools for doublets ----------
def gap(P, X):
    return np.ptp(np.linalg.eigvalsh(P.conj().T @ X @ P))


def doublets(H, rotation, number=None):
    """List of (energy, basis, True if Gamma-5,6), lowest first."""
    e, v = np.linalg.eigh(H)
    found = []
    for i in range(0, len(e) if number is None else 2 * number, 2):
        P = v[:, i:i + 2]
        assert abs(e[i + 1] - e[i]) < 1e-10
        trace = np.trace(P.conj().T @ rotation @ P).real
        assert min(abs(trace + 2), abs(trace - 1)) < 1e-6
        found.append((e[i:i + 2].mean(), P, trace < 0))
    return found


# ---------- random symmetric Hamiltonians and random axial moments ----------
rng = np.random.default_rng(7)


def random_hermitian():
    x = rng.normal(size=(10, 10)) + 1j * rng.normal(size=(10, 10))
    return (x + x.conj().T) / 2


def reversed_in_time(X):
    return mirror @ X.conj() @ mirror.conj().T


worst_random = {}
for name, members in (("C3v", range(12)), ("C3", range(0, 12, 2))):
    protected, free, parallel = [], [], []
    for trial in range(20):
        X = random_hermitian()
        H = sum(U[g] @ X @ U[g].conj().T for g in members) / len(members)
        H = (H + reversed_in_time(H)) / 2
        Y = [random_hermitian() for _ in range(3)]
        moment = []
        for i in range(3):
            Z = sum(U[g] @ sum(axial[g][i, q] * Y[q] for q in range(3))
                    @ U[g].conj().T for g in members) / len(members)
            moment.append((Z - reversed_in_time(Z)) / 2)
        for _, P, is56 in doublets(H, C):
            g_t = max(gap(P, moment[0]), gap(P, moment[1]))
            (protected if is56 else free).append(g_t)
            if is56:
                parallel.append(gap(P, moment[2]))
    assert len(protected) == 40 and max(protected) < 1e-9
    assert np.median(free) > 0.01 and np.median(parallel) > 0.01
    worst_random[name] = (max(protected), np.median(free))

# ---------- d-shell model with round parameters ----------
cubic, D, lam, k_orb = 1.0, -0.025, 0.020, 0.8
M = [k_orb * L[i] + ge * S[i] for i in range(3)]
M_plus = M[0] + 1j * M[1]
assert np.allclose(C @ M_plus @ C.conj().T, np.exp(-2j * np.pi / 3) * M_plus)
quartic = 0
for phi in (0, 2 * np.pi / 3, 4 * np.pi / 3):
    n = np.array([np.sqrt(2 / 3) * np.cos(phi), np.sqrt(2 / 3) * np.sin(phi),
                  np.sqrt(1 / 3)])
    quartic = quartic + mpow(sum(n[i] * L[i] for i in range(3)), 4)
cubic_shape = (24 * one - quartic) / 6
assert np.allclose(np.linalg.eigvalsh(cubic_shape), [0] * 4 + [1] * 6, atol=1e-9)
LS = sum(L[i] @ S[i] for i in range(3))


def model(D_value, lam_value):
    return (cubic * cubic_shape + D_value * (L[2] @ L[2] - 2 * one)
            + lam_value * LS)


H0 = model(D, lam)
for g in U:
    assert np.allclose(g @ H0, H0 @ g, atol=1e-10)
levels = doublets(H0, C)
assert levels[0][2] and not levels[1][2]
E0, P, _ = levels[0]
P4 = levels[1][1]
split = levels[1][0] - E0
g56 = [gap(P, m) for m in M]
g4 = [gap(P4, m) for m in M]
assert max(g56[:2]) < 1e-9 and g56[2] > 0.5 and g4[0] > 1e-3
assert abs(g4[0] - g4[1]) < 1e-8
weak = doublets(model(D / 100, lam / 100), C, 2)
weak_split = weak[1][0] - weak[0][0]
assert abs(weak_split / (4 * abs(D * lam) / 1e4 / cubic) - 1) < 0.01

# ---------- finite transverse field: perturbation theory against diagonalization
R = sum(Q @ Q.conj().T / (E0 - e) for e, Q, _ in levels[1:])


def low_pair(H):
    return np.linalg.eigvalsh(H)[:2]


cubic_split = {}
for name, i in (("x", 0), ("y", 1)):
    V = 0.5 * muB * M[i]
    predicted = gap(P, V @ R @ V @ R @ V)
    at_half = np.ptp(low_pair(H0 + V))
    at_one = np.ptp(low_pair(H0 + 2 * V))
    assert abs(at_half / predicted - 1) < 0.01
    power = np.log2(at_one / at_half)
    assert abs(power - 3) < 0.03
    cubic_split[name] = (at_one, power)
V = muB * M[0]
second = P.conj().T @ V @ R @ V @ P
assert np.ptp(np.linalg.eigvalsh(second)) < 1e-12
shift = low_pair(H0 + V).mean() - E0
assert abs(shift / (np.trace(second).real / 2) - 1) < 0.02

tilt = np.radians(0.1)
tilted = np.ptp(low_pair(H0 + muB * (np.cos(tilt) * M[0] + np.sin(tilt) * M[2])))
tilt_linear = g56[2] * muB * np.sin(tilt)
assert abs(tilted / tilt_linear - 1) < 0.05

# ---------- strain that breaks the threefold axis ----------
w = 1e-5
W = w * (L[0] @ L[0] - L[1] @ L[1])
assert gap(P, W) < 1e-14
g_strain_formula = gap(P, W @ R @ M[0] + M[0] @ R @ W)
strained = np.linalg.eigh(H0 + W)[1][:, :2]
g_strain = gap(strained, M[0])
assert g_strain > 1e-3 and abs(g_strain / g_strain_formula - 1) < 0.02

# ---------- hyperfine cross term, A Sx Ix with the nuclear Ix as a number ----------
A_MHz = 200.0
cross = P.conj().T @ (M[0] @ R @ S[0] + S[0] @ R @ M[0]) @ P
assert np.ptp(np.linalg.eigvalsh(cross)) < 1e-6 * abs(np.trace(cross))
cross_value = np.trace(cross).real / 2
b_energy, s_energy = 0.5 * muB, 1e-5
difference = (low_pair(H0 + b_energy * M[0] + s_energy * S[0]).mean()
              - low_pair(H0 + b_energy * M[0] - s_energy * S[0]).mean())
assert abs(difference / (2 * b_energy * s_energy * cross_value) - 1) < 0.01
pseudo_nuclear = A_MHz * muB * cross_value

# ---------- vibronic states: d shell coupled to one twofold vibration ----------
quantum, F, n_max = 0.050, 0.002, 6
pairs = [(p, q) for p in range(n_max + 1) for q in range(n_max + 1 - p)]
place = {pq: i for i, pq in enumerate(pairs)}
size = len(pairs)
a_plus, a_minus = np.zeros((size, size)), np.zeros((size, size))
for (p, q), i in place.items():
    if p:
        a_plus[place[(p - 1, q)], i] = np.sqrt(p)
    if q:
        a_minus[place[(p, q - 1)], i] = np.sqrt(q)
L_plus = L[0] + 1j * L[1]
coupling = F * np.kron(L_plus @ L_plus, a_plus.T + a_minus)
H_vib = (np.kron(H0, np.eye(size)) + coupling + coupling.conj().T
         + quantum * np.kron(one, np.diag([p + q for p, q in pairs])))
C_vib = np.kron(C, np.diag([np.exp(-2j * np.pi / 3 * (p - q)) for p, q in pairs]))
vib = doublets(H_vib, C_vib, 2)
assert sorted(x[2] for x in vib) == [False, True]
v56 = [x for x in vib if x[2]][0]
v4 = [x for x in vib if not x[2]][0]
M_vib = [np.kron(m, np.eye(size)) for m in M]
gv56 = [gap(v56[1], m) for m in M_vib]
gv4 = gap(v4[1], M_vib[0])
assert max(gv56[:2]) < 1e-8 and gv56[2] > 0.5 and gv4 > 1e-3

# ---------- thermal population of the upper doublet ----------
T = 4.0
ratio = np.exp(-split / (kB_eV * T))
upper_share = ratio / (1 + ratio)

MHz = 1 / h_eV / 1e6
print("Times A1 occurs, transverse moment, pairs 55 56 65 66:", transverse_56)
print("Times A1 occurs, axial moment, pairs 55 56 65 66:", axial_56)
print("Times A1 occurs, transverse moment in Gamma-4:", transverse_44)
print("E x spin 1/2 contains Gamma-4, Gamma-5, Gamma-6:", content)
for name, (zero, typical) in worst_random.items():
    print(f"Random {name}: largest transverse gap in Gamma-5,6 = {zero:.1e}")
    print(f"Random {name}: median transverse gap in Gamma-4 = {typical:.3f}")
print(f"Input cubic splitting = {cubic:.3f} eV")
print(f"Input trigonal parameter D = {D*1e3:.1f} meV")
print(f"Input spin-orbit constant = {lam*1e3:.1f} meV")
print(f"Input orbital reduction k = {k_orb:.2f}")
print(f"Free-electron g = {ge:.5f}")
print(f"Bohr magneton = {muB*1e6:.4f} ueV/T")
for i, (e, _, is56) in enumerate(levels):
    label = "Gamma-5,6" if is56 else "Gamma-4"
    print(f"Doublet {i+1}: {label}, energy above ground = {(e-E0)*1e3:.4f} meV")
print(f"Ground to doublet 3: wavelength = {h_eV*sc.c/(levels[2][0]-E0)*1e9:.1f} nm")
print(f"Ground splitting = {split/h_eV/1e9:.1f} GHz")
print(f"Weak-coupling estimate of splitting = {4*abs(D*lam)/cubic*1e3:.4f} meV")
print(f"Gamma-5,6 ground: g_par = {g56[2]:.4f}")
print(f"Gamma-5,6 ground: numerical g_perp = {max(g56[:2]):.1e}")
print(f"Gamma-4 upper: g_par = {g4[2]:.4f}")
print(f"Gamma-4 upper: g_perp = {g4[0]:.4f}")
for name, (value, power) in cubic_split.items():
    print(f"Splitting at 1 T along {name} = {value*MHz:.4f} MHz")
    print(f"Field exponent, 0.5 to 1 T along {name} = {power:.4f}")
print(f"Common shift at 1 T along x = {shift*MHz:.2f} MHz")
print(f"Splitting at 1 T, field tilted 0.1 deg = {tilted*MHz:.2f} MHz")
print(f"Same from g_par alone = {tilt_linear*MHz:.2f} MHz")
print(f"Strain parameter w = {w*1e3:.3f} meV")
print(f"Strained doublet: g along x, diagonalized = {g_strain:.5f}")
print(f"Strained doublet: g along x, formula = {g_strain_formula:.5f}")
print(f"Input hyperfine constant A/h = {A_MHz:.1f} MHz")
print(f"Pseudo-nuclear Zeeman coefficient = {pseudo_nuclear:.3f} MHz/T")
print(f"Vibration quantum = {quantum*1e3:.1f} meV, coupling F = {F*1e3:.1f} meV")
print(f"Vibronic Gamma-4 minus Gamma-5,6 = {(v4[0]-v56[0])*1e3:.4f} meV")
print(f"Vibronic Gamma-5,6: g_par = {gv56[2]:.4f}")
print(f"Vibronic Gamma-5,6: numerical g_perp = {max(gv56[:2]):.1e}")
print(f"Vibronic Gamma-4: g_perp = {gv4:.4f}")
print(f"Upper doublet share at {T:.1f} K, two doublets = {upper_share:.5f}")
print("done: every assertion held")
```

Printed output:

```
Times A1 occurs, transverse moment, pairs 55 56 65 66: [0, 0, 0, 0]
Times A1 occurs, axial moment, pairs 55 56 65 66: [0, 1, 1, 0]
Times A1 occurs, transverse moment in Gamma-4: 1
E x spin 1/2 contains Gamma-4, Gamma-5, Gamma-6: [1, 1, 1]
Random C3v: largest transverse gap in Gamma-5,6 = 3.3e-14
Random C3v: median transverse gap in Gamma-4 = 0.736
Random C3: largest transverse gap in Gamma-5,6 = 7.2e-14
Random C3: median transverse gap in Gamma-4 = 1.301
Input cubic splitting = 1.000 eV
Input trigonal parameter D = -25.0 meV
Input spin-orbit constant = 20.0 meV
Input orbital reduction k = 0.80
Free-electron g = 2.00232
Bohr magneton = 57.8838 ueV/T
Doublet 1: Gamma-5,6, energy above ground = 0.0000 meV
Doublet 2: Gamma-4, energy above ground = 2.1187 meV
Doublet 3: Gamma-5,6, energy above ground = 970.8888 meV
Doublet 4: Gamma-4, energy above ground = 985.2821 meV
Doublet 5: Gamma-4, energy above ground = 1056.4324 meV
Ground to doublet 3: wavelength = 1277.0 nm
Ground splitting = 512.3 GHz
Weak-coupling estimate of splitting = 2.0000 meV
Gamma-5,6 ground: g_par = 1.7688
Gamma-5,6 ground: numerical g_perp = 1.0e-12
Gamma-4 upper: g_par = 2.0977
Gamma-4 upper: g_perp = 0.0583
Splitting at 1 T along x = 0.5225 MHz
Field exponent, 0.5 to 1 T along x = 2.9977
Splitting at 1 T along y = 0.5225 MHz
Field exponent, 0.5 to 1 T along y = 2.9977
Common shift at 1 T along x = -360.30 MHz
Splitting at 1 T, field tilted 0.1 deg = 43.20 MHz
Same from g_par alone = 43.21 MHz
Strain parameter w = 0.010 meV
Strained doublet: g along x, diagonalized = 0.03472
Strained doublet: g along x, formula = 0.03472
Input hyperfine constant A/h = 200.0 MHz
Pseudo-nuclear Zeeman coefficient = -5.293 MHz/T
Vibration quantum = 50.0 meV, coupling F = 2.0 meV
Vibronic Gamma-4 minus Gamma-5,6 = 2.0228 meV
Vibronic Gamma-5,6: g_par = 1.7760
Vibronic Gamma-5,6: numerical g_perp = 1.0e-12
Vibronic Gamma-4: g_perp = 0.0572
Upper doublet share at 4.0 K, two doublets = 0.00214
done: every assertion held
```
